# Interfacial Excess from the Thickness Dependence of Inverse Capacitance

To calculate the permittivity of a thin dielectric from its capacitance, one must decide whether a single film is enough or whether films of several thicknesses are needed. Multiplying one capacitance by one thickness treats the film as uniform. If its two faces carry layers whose permittivity differs from that of the interior, the result is an average that in general changes with thickness. When these layers stay the same from film to film, a plot of inverse capacitance against total thickness separates the two contributions: the slope belongs to the interior and the intercept to the interfaces.

Take a planar film between two metal plates, with its faces at \(z=0\) and \(z=d\). The plates are ideal for now, which means that their charge sits at the metal surface and no voltage drops inside the metal. The film responds linearly and locally, the measurement is slow enough for electrostatics to apply but fast enough that leakage current moves no appreciable charge within the film, the film is uniform in the lateral directions, and edge fields are negligible. The film contains no free charge. Its relative permittivity \(k(z)\) is positive and may vary across the thickness. For layers only a few atoms thick, such a local permittivity is an effective description.

Let the left plate be at potential \(V\) and the right plate at zero, and let \(\sigma\) be the charge per area on the left plate. Gauss's law without free charge reads \(dD/dz=0\), so the displacement \(D\) has the same value throughout the film, and at the left plate that value is \(\sigma\). The field is therefore

\[
E(z)=\frac{D}{\varepsilon_0 k(z)}=\frac{\sigma}{\varepsilon_0 k(z)} .
\]

It points from left to right when \(\sigma>0\). The voltage is the integral of the field from the left plate to the right one,

\[
V=\int_0^d E(z)\,dz=\frac{\sigma}{\varepsilon_0}\int_0^d\frac{dz}{k(z)} .
\]

With the capacitance per area \(C=\sigma/V\), this gives

\[
\frac{\varepsilon_0}{C}=\int_0^d\frac{dz}{k(z)} . \tag{1}
\]

The left side is a length. It is the thickness of a vacuum gap that would have the same capacitance per area. Inverse permittivities add in this integral because the regions share one displacement while their voltages add.

Now let the film consist of a layer of thickness \(t_1\) and permittivity \(k_1\) at one face, a layer of thickness \(t_2\) and permittivity \(k_2\) at the other, and a bulk region of permittivity \(k_b\) between them. The total thickness \(d\) includes both layers, so the bulk region has thickness \(d-t_1-t_2\). None of \(t_1,t_2,k_1,k_2,k_b\) depends on \(d\). The integral in (1) splits into three constant pieces:

\[
\frac{\varepsilon_0}{C}=\frac{t_1}{k_1}+\frac{t_2}{k_2}+\frac{d-t_1-t_2}{k_b} .
\]

Separating the last fraction into \(d/k_b-t_1/k_b-t_2/k_b\), and joining each subtracted term to the layer it came from, gives

\[
\frac{\varepsilon_0}{C}=\frac{d}{k_b}+L,\qquad
L=t_1\left(\frac1{k_1}-\frac1{k_b}\right)+t_2\left(\frac1{k_2}-\frac1{k_b}\right). \tag{2}
\]

Division by \(\varepsilon_0\) gives the line as it is plotted,

\[
\frac1C=\frac{d}{\varepsilon_0k_b}+\frac{L}{\varepsilon_0} .
\]

The slope is \(1/(\varepsilon_0k_b)\) and contains no property of the interfacial layers. The intercept contains the length \(L\), which compares the real film with a reference film of the same total thickness made wholly of bulk material. It is an excess of inverse permittivity, integrated over the interfacial regions. A layer with \(k_i<k_b\) contributes positively, because it takes more voltage than the bulk material it replaces. A layer with \(k_i>k_b\) contributes negatively. Two layers of opposite kinds can cancel, so a zero intercept does not show that the interfaces are absent.

Consider a porous film of low permittivity whose faces contain much less pore volume than its interior and therefore have higher permittivity. The example assumes empty pores in a solid skeleton whose own permittivity is at least 5, which is more than that of silica. As round model parameters take \(k_b=2.5\), \(t_1=2\) nm with \(k_1=4\), and \(t_2=3\) nm with \(k_2=5\). Then

\[
L=2\,(0.25-0.40)+3\,(0.20-0.40)=-0.30-0.60=-0.90\ \text{nm}.
\]

For films of 10 nm and 50 nm, equation (2) gives

\[
\frac{\varepsilon_0}{C}=\frac{10}{2.5}-0.9=3.1\ \text{nm},\qquad
\frac{\varepsilon_0}{C}=\frac{50}{2.5}-0.9=19.1\ \text{nm}.
\]

With \(\varepsilon_0=8.854\times10^{-12}\) F/m, the thinner film has \(1/C=350.1\) m²/F, or \(C=2.856\) mF/m². Read in the other direction, the two values return the parameters of the line. The inverse slope is \((50-10)/(19.1-3.1)=2.5\), which is \(k_b\), and the intercept is \(3.1-10/2.5=-0.9\) nm. In the plot of \(1/C\) this intercept is \(-101.6\) m²/F.

A negative intercept does not mean a negative capacitance. Equation (2) was derived for a film that has room for both layers, that is, for \(d\ge T\) with \(T=t_1+t_2\). At \(d=T\) the bulk region has vanished, and

\[
\frac{\varepsilon_0}{C}=\frac{t_1}{k_1}+\frac{t_2}{k_2}=0.5+0.6=1.1\ \text{nm},
\]

which is positive. The extended line reaches zero at the thickness \(d_0=-k_bL\). Inserting \(L\) shows where this point lies:

\[
d_0=t_1+t_2-k_b\left(\frac{t_1}{k_1}+\frac{t_2}{k_2}\right)<T .
\]

The bracket is positive, so the crossing always falls below the range in which the line was derived. Here \(d_0=2.5\times0.9=2.25\) nm, whereas \(T=5\) nm. What the capacitance does below 5 nm depends on how the two layers change when they meet, and the model does not say.

The error of the single-film method also follows from (2). That method assigns the film an apparent permittivity \(k_{\rm app}=Cd/\varepsilon_0\), so

\[
k_{\rm app}=\frac{d}{d/k_b+L}=\frac{k_b}{1+k_bL/d} .
\]

Subtracting \(k_b\) and dividing by it gives the error relative to the bulk value,

\[
\frac{k_{\rm app}-k_b}{k_b}=\frac{1}{1+k_bL/d}-1=-\frac{k_bL}{d+k_bL} . \tag{3}
\]

For \(d\gg|k_bL|\) this becomes \(-k_bL/d\). The error dies away only as the inverse of the thickness, even though the layers themselves are confined to the faces. In the example \(k_{\rm app}=10/3.1=3.23\) at 10 nm, which is 29% above \(k_b\). At 50 nm it is \(50/19.1=2.62\), still about 5% above. The slope has no such error within the model, because the constant \(L\) drops out of the difference between two films.

The length that controls (3) is \(k_bL\), not \(L\) alone, and this makes films of high permittivity sensitive to thin layers of much lower permittivity. Take \(k_b=25\), with a 1 nm layer of permittivity 5 at one face and a 0.5 nm layer of permittivity 10 at the other. Now

\[
L=1\,(0.20-0.04)+0.5\,(0.10-0.04)=0.16+0.03=0.19\ \text{nm}.
\]

The intercept of \(1/C\) is positive, \(21.5\) m²/F. Although \(L\) is smaller in magnitude than in the first example, \(k_bL=4.75\) nm is larger. When \(d=k_bL\), the apparent permittivity is half the bulk value. A 5 nm film lies close to this point and has \(k_{\rm app}=5/(0.20+0.19)=12.8\). At 20 nm the value has risen to \(20/(0.80+0.19)=20.2\), still well short of 25. In the limit \(k_b\gg k_1,k_2\), the subtracted terms in \(L\) become negligible and \(L\) tends to \(t_1/k_1+t_2/k_2\), the full contribution of the two layers in series.

The meaning of the intercept depends on what is called the thickness. Suppose that the horizontal axis shows the bulk thickness \(b=d-T\) instead of the total. Substituting \(d=b+T\) in (2) gives

\[
\frac{\varepsilon_0}{C}=\frac{b}{k_b}+\frac{T}{k_b}+L
=\frac{b}{k_b}+\frac{t_1}{k_1}+\frac{t_2}{k_2},
\]

since the terms \(-t_i/k_b\) in \(L\) cancel \(T/k_b\). The intercept is now the series contribution of the layers themselves and is positive for any positive permittivities. The same low-permittivity film has an intercept of \(-0.9\) nm on one axis and \(+1.1\) nm on the other. Neither is wrong, but the two answer different questions.

A constant error of the thickness measurement acts in a similar way. If the recorded thickness is \(d_{\rm rec}=d+\delta\), then \(d=d_{\rm rec}-\delta\) and

\[
\frac{\varepsilon_0}{C}=\frac{d_{\rm rec}}{k_b}+\left(L-\frac{\delta}{k_b}\right).
\]

The slope is unaffected. With \(\delta=0.5\) nm in the first example, the excess is read as \(-0.9-0.2=-1.1\) nm. An error of half a nanometre, which would hardly matter for a thick film, changes the inferred excess by more than a fifth of its magnitude.

Sharp boundaries between the layers and the bulk are not essential. Let \(k(z)\) differ from \(k_b\) only within fixed distances of the two faces, let its profile at each face be the same in every film, and let the film be thick enough for these regions not to overlap. Adding and subtracting \(1/k_b\) under the integral in (1) gives

\[
\frac{\varepsilon_0}{C}=\frac{d}{k_b}+\int_0^d\left(\frac1{k(z)}-\frac1{k_b}\right)dz .
\]

The integrand vanishes in the interior. A thicker film adds only interior, so the integral is a constant, and this constant is the general form of \(L\). For one graded layer of width \(w\), let the permittivity change linearly from \(k_s\) at the face to \(k_b\), so that \(k(z)=k_s+(k_b-k_s)z/w\). Taking \(k\) as the integration variable, with \(dz=w\,dk/(k_b-k_s)\), gives

\[
\int_0^w\frac{dz}{k(z)}=\frac{w}{k_b-k_s}\int_{k_s}^{k_b}\frac{dk}{k}
=\frac{w\ln(k_b/k_s)}{k_b-k_s}
=\frac{w\ln(k_s/k_b)}{k_s-k_b} .
\]

In the last step the numerator and the denominator both changed sign. The excess of this layer is therefore

\[
L=w\left[\frac{\ln(k_s/k_b)}{k_s-k_b}-\frac1{k_b}\right].
\]

For \(w=4\) nm, \(k_s=5\) and \(k_b=2.5\), this is \(4\,(\ln2/2.5-0.4)=-0.491\) nm. For weak contrast, write \(k_s=k_b(1+x)\) with \(|x|\ll1\). Then \(\ln(1+x)/x\approx1-x/2\), and \(L\approx-wx/(2k_b)\). A uniform layer of the same width and face permittivity would give \((w/k_b)[1/(1+x)-1]\approx-wx/k_b\). To leading order the graded layer counts half as much, as expected from its average contrast.

This general form also shows what the intercept cannot reveal. Every profile with the same integral gives the same line wherever its interfacial regions fit into the film. In the first example, one layer of thickness \(t=4.5\) nm at a single face can replace the two original layers if \(t(1/k-1/k_b)=L\), that is, if

\[
\frac1k=\frac1{k_b}+\frac{L}{t}=0.40-\frac{0.90}{4.5}=0.20,\qquad k=5 .
\]

For films of at least 5 nm, the two films have the same capacitance in this loss-free model, so the thickness series cannot distinguish them. If the layers and the bulk conduct differently, the capacitances can differ at frequencies low enough for leakage to charge the internal boundaries, which lies outside the model. The number of layers, their positions, their thicknesses and their permittivities must come from other information.

A limit on the permittivities still turns the intercept into a bound on the total layer thickness. Suppose that \(L<0\) and that no layer has a permittivity above \(k_{\max}\), with \(k_{\max}>k_b\). Each \(1/k_i\) is then at least \(1/k_{\max}\), so

\[
L\ge T\left(\frac1{k_{\max}}-\frac1{k_b}\right).
\]

The bracket is negative, and dividing by it reverses the inequality:

\[
T\ge\frac{L}{1/k_{\max}-1/k_b} .
\]

With \(k_{\max}=10\), the first example gives \(T\ge0.9/0.3=3\) nm. This is a lower bound; the layers in the model have a total thickness of 5 nm. If \(L>0\) and no layer has a permittivity below \(k_{\min}<k_b\), the same argument with \(1/k_i\le1/k_{\min}\) gives \(T\ge L/(1/k_{\min}-1/k_b)\). For the high-permittivity film with \(k_{\min}=1\), this is \(0.19/0.96=0.20\) nm, a weak statement about layers that total 1.5 nm.

So far the whole intercept has been assigned to the film. Real electrodes screen a field over a finite distance, and this too changes the voltage. If the electrodes respond linearly, the change for a given charge does not depend on \(d\). The linear Thomas–Fermi model with a sharp metal surface gives a simple estimate. In this model, the potential \(\phi\) in an electrode held at potential \(V_e\) obeys

\[
\frac{d^2\phi}{dz^2}=\frac{\phi-V_e}{\lambda^2},
\]

where \(\lambda\) is the screening length. Let \(k_m\) be the background permittivity of the metal, which describes its response apart from the screening charge. In the left electrode, \(z<0\), the solution that tends to \(V\) deep in the metal is \(\phi=V-Ae^{z/\lambda}\). Its field at the surface is \(-d\phi/dz=A/\lambda\). The screening charge is spread through the metal and there is no separate surface sheet, so \(D\) is continuous at \(z=0\):

\[
D=\varepsilon_0k_m\frac{A}{\lambda},\qquad A=\frac{D\lambda}{\varepsilon_0k_m} .
\]

The amplitude \(A\) is the voltage lost in the left electrode. In the right electrode the solution \(\phi=Be^{-(z-d)/\lambda}\) has the surface field \(B/\lambda\), so an identical metal loses the same voltage, \(B=A\). By Gauss's law the total charge per area in the left electrode is still \(D\). Adding both losses to the film voltage and dividing by \(D/\varepsilon_0\) gives

\[
\frac{\varepsilon_0}{C}=\frac{d}{k_b}+L+\frac{2\lambda}{k_m} .
\]

With \(\lambda=0.05\) nm and \(k_m=1\), the electrodes add 0.1 nm, and the first example would show an intercept of \(-0.8\) nm. Screening here hides part of a negative film excess. As long as the measured intercept is still negative, the lower bound on \(T\) becomes weaker but stays valid, because the magnitude of the excess is underestimated. If the electrode term is larger than \(|L|\), the intercept turns positive and no longer shows the sign of the film excess. For positive \(L\) the electrode term enlarges the apparent excess, and the bound can fail unless that term is first subtracted.

These conclusions rest on the positive sign of the electrode term, which the model obtains by keeping all electrons behind a sharp surface. At a real metal surface electrons spill out, and the induced charge can lie outside the nominal surface. The electrode term can then be negative. In that case it is the bound for negative \(L\) that can fail, while the bound for positive \(L\) becomes weaker but stays valid as long as the measured intercept is positive.

The assumption that the layers do not depend on thickness needs separate evidence, because a straight plot does not prove it. Suppose that the second layer grows with the film as \(t_2=t_{20}+\beta d\), where \(t_{20}\) and \(\beta\) are constants. Inserting this in (2) and collecting the terms in \(d\) gives

\[
\frac{\varepsilon_0}{C}=d\left[\frac1{k_b}+\beta\left(\frac1{k_2}-\frac1{k_b}\right)\right]
+t_1\left(\frac1{k_1}-\frac1{k_b}\right)+t_{20}\left(\frac1{k_2}-\frac1{k_b}\right).
\]

This is again a straight line. With \(t_{20}=3\) nm, \(\beta=0.05\) and the other parameters of the first example, the intercept remains \(-0.9\) nm, but the slope of \(\varepsilon_0/C\) is \(0.40+0.05\,(0.20-0.40)=0.39\). Its inverse, 2.56, would be taken for the bulk permittivity, although the bulk value is 2.5.

A film without any interfacial layers can also imitate them. If its uniform permittivity \(k\) changes with thickness as \(1/k=1/k_b+a/d\), where \(a\) is a constant length, then \(\varepsilon_0/C=d/k=d/k_b+a\), which has the form of (2) with \(L=a\). Curvature beyond the measurement errors shows that some assumption of the model has failed, but straightness leaves these alternatives open. Identifying the slope with the bulk and the intercept with the interfaces therefore requires independent grounds for taking the interior and the two interfacial regions to be the same in every film of the series.
